# Mean Peak Height of a Periodic Fluctuating Step

## Why the peak needs its own formula

Suppose a growth simulation holds one atomic step in a periodic cell. We record how far the step's highest point lies above its average position, and want the step stiffness from that number. If the peak height is treated as an rms width, the stiffness of a long step comes out too small by a factor $3\pi/2\approx4.7$. For long steps the peak and the width both grow as $\sqrt L$, so changing the cell size does not reveal the error. In short cells the discrete atomic rows lower the peak and make the factor smaller. The prefactor of the peak must be derived.

The result, for a step of length $L$ and stiffness $s$ at temperature $T$, is

$$\langle H\rangle=\sqrt{\frac{\pi kTL}{8s}} .\tag{1}$$

Here $H$ is the highest point of one instantaneous profile above the spatial average of that same profile, and the brackets denote the equilibrium ensemble average. $H$ is not a record collected over time, which would keep growing as one watched longer.

## The model and its weight

Let $h(x)$ be the step position, with $h(x+L)=h(x)$ and no overhangs. Let $\gamma(\theta)$ be the free energy per unit length of a step at angle $\theta$ to the $x$ axis. Per unit length of $x$, a step of slope $p=\tan\theta$ costs $F(p)=\gamma(\theta)\sqrt{1+p^2}$. For small $p$ we have $\theta\simeq p$ and $\sqrt{1+p^2}\simeq1+p^2/2$, so

$$F(p)=\gamma(0)+\gamma'(0)\,p+\tfrac12\left[\gamma(0)+\gamma''(0)\right]p^2+\dots$$

The first term is a constant. The second integrates to $\gamma'(0)[h(L)-h(0)]=0$. The third defines the stiffness $s=\gamma(0)+\gamma''(0)=F''(0)$ and leaves

$$E=\frac s2\int_0^L\left(\frac{dh}{dx}\right)^2dx .\tag{2}$$

This assumes small slopes after averaging over many atoms, and a step that does not interact with others. The algebra is in atomic units, with $kT$ kept as an energy. No quantum constant enters, so the formulas hold in any consistent units.

Define $D=kT/s$, which is a length. Cut the step into short segments of length $\delta$ with height changes $\Delta_j$. The Boltzmann weight becomes

$$e^{-E/kT}=\prod_j\exp\left(-\frac{\Delta_j^2}{2D\delta}\right),\qquad \sum_j\Delta_j=0 .\tag{3}$$

The changes are independent Gaussians of variance $D\delta$, apart from the condition that the step closes on itself. The profile is therefore a random walk in which $x$ plays the part of time. Without the closing condition, the probability density of a displacement $y$ over a length $x$ is

$$G(y,x)=\frac{1}{\sqrt{2\pi Dx}}\exp\left(-\frac{y^2}{2Dx}\right).\tag{4}$$

## From the average to a fixed point

The spatial average involves the whole profile and is awkward to handle. A fixed point is easier. Define

$$y(x)=h(x)-h(0),\qquad M=\max_x y(x).$$

Shifting the whole step changes neither $E$ nor $H$, so nothing is lost by using $y$, which starts and ends at zero. Since $h$ and $y$ differ by a constant,

$$H=M-\frac1L\int_0^L y(x)\,dx .\tag{5}$$

The weight is unchanged under $y\to-y$, hence $\langle y(x)\rangle=0$ at every $x$. Averaging (5) gives

$$\langle H\rangle=\langle M\rangle .\tag{6}$$

For a single profile $H$ and $M$ generally differ. Their means agree, but their distributions do not, as the second moments below will show.

## The reflection argument

We need the probability that a path from $0$ back to $0$ reaches a height $m>0$. Take such a path and reflect everything after its first arrival at $m$ about the line $y=m$. The end point moves from $0$ to $2m$. Reflection reverses the sign of the later height changes, and (3) contains only their squares, so the weight is unchanged.

Conversely, every continuous path from $0$ to $2m$ must cross $m$, and reflecting it after its first arrival gives back a path ending at $0$. The correspondence is one to one. Therefore

$$P(M>m)=\frac{G(2m,L)}{G(0,L)}=\exp\left(-\frac{(2m)^2}{2DL}\right)=\exp\left(-\frac{2m^2}{DL}\right).\tag{7}$$

The continuum limit $\delta\to0$ is used here: a path with finite jumps could leap over $m$ without landing on it.

Equation (7) was tested by a different route, diagonalizing the diffusion operator with an absorbing wall at $m$. For $D=L=1$ and walls up to $m=3$, the largest difference in probability was $8\times10^{-5}$.

## The mean

For a positive quantity, $M=\int_0^\infty\Theta(M-m)\,dm$, where the step function $\Theta$ is one for $m<M$ and zero otherwise. Its average is $P(M>m)$. With $\int_0^\infty e^{-\alpha m^2}dm=\frac12\sqrt{\pi/\alpha}$ and $\alpha=2/(DL)$,

$$\langle M\rangle=\int_0^\infty e^{-2m^2/(DL)}\,dm=\frac12\sqrt{\frac{\pi DL}{2}}=\sqrt{\frac{\pi DL}{8}} .\tag{8}$$

Equation (6) and $D=kT/s$ turn this into (1). Within the model (2) no further approximation has been made.

## Width and spread

Let $g(x)$ be the height above the spatial average, so that $\max g=H$ and $y(x)=g(x)-g(0)$. First we find $\langle g^2\rangle$, the mean square width.

The density of $y$ at position $x$ is $G(y,x)\,G(y,L-x)/G(0,L)$, because the path must go from $0$ to $y$ and then back. The exponents add as

$$\frac{y^2}{2D}\left(\frac1x+\frac1{L-x}\right)=\frac{y^2}{2}\,\frac{L}{Dx(L-x)},$$

so $\langle y^2(x)\rangle=Dx(L-x)/L$. Its average along the step is

$$\frac{D}{L^2}\int_0^L x(L-x)\,dx=\frac{D}{L^2}\left(\frac{L^3}{2}-\frac{L^3}{3}\right)=\frac{DL}{6}.$$

The same quantity can be written with $g$. Averaging $[g(x)-g(0)]^2$ over $x$ removes the cross term, because $g$ averages to zero along each profile. What remains is the average of $g^2(x)$ plus $g^2(0)$. All points of a periodic step are equivalent, so both have the mean $\langle g^2\rangle$, and $2\langle g^2\rangle=DL/6$. The rms width $w$ obeys

$$w^2=\langle g^2\rangle=\frac{DL}{12},\qquad \frac{\langle H\rangle}{w}=\sqrt{\frac{12\pi}{8}}=\sqrt{\frac{3\pi}{2}}\approx2.17 .\tag{9}$$

The square of this ratio is the factor quoted at the start.

Next, the spread of $H$. From $M=H-g(0)$,

$$\langle M^2\rangle=\langle H^2\rangle-2\langle Hg(0)\rangle+\langle g^2\rangle .$$

By translation invariance $\langle Hg(x)\rangle$ does not depend on $x$. Its average over $x$ is zero, so it is zero everywhere. From (7),

$$\langle M^2\rangle=\int_0^\infty2m\,e^{-2m^2/(DL)}dm=\frac{DL}{2}.$$

Hence

$$\langle H^2\rangle=\frac{DL}{2}-\frac{DL}{12}=\frac{5DL}{12},\qquad \operatorname{var}H=\left(\frac5{12}-\frac\pi8\right)DL\approx0.0240\,DL .\tag{10}$$

For comparison, $\operatorname{var}M=(\frac12-\frac\pi8)DL\approx0.107\,DL$. In the continuum model, measuring the peak from the average therefore needs about 4.5 times fewer independent profiles, for the same statistical error in the mean, than measuring it from a fixed point. Discrete atomic rows reduce this gain in short cells.

## Two other boundary conditions

**A step pinned at both ends.** If two defects a distance $L$ apart hold the step at equal heights, the profile between them has the law of $y(x)$. Its mean maximum above the line joining the pins is again (8). By (5) and (6), so is its mean maximum above its own average.

**A window on a long step.** Now let the end at $x=L$ be free. A path that reaches $m$ is equally likely to end above or below $m$, by reflection, so $P(M>m)=2\int_m^\infty G(y,L)\,dy$. Integrating over $m$ and exchanging the order of integration gives

$$\langle M\rangle=2\int_0^\infty y\,G(y,L)\,dy=2\sqrt{\frac{DL}{2\pi}}=\sqrt{\frac{2DL}{\pi}} .\tag{11}$$

The symmetry $y\to-y$ still holds, so this is also the mean peak above the average within the window. It exceeds (1) by the factor $4/\pi\approx1.27$, because the profile need not return to its starting height.

## A discrete case that can be counted

Let a closed walk have $N$ moves, each up or down by one unit. It has $N/2$ moves up, so there are $\binom{N}{N/2}$ walks. Unit moves cannot jump over a level, so reflection works without a continuum limit. The walks that reach $m$ correspond to those ending at $2m$, which have $N/2+m$ moves up. Summing $P(M\ge m)$ over $m\ge1$,

$$\langle M\rangle=\frac{\sum_{m\ge1}\binom{N}{N/2+m}}{\binom{N}{N/2}}=\frac12\left[\frac{2^N}{\binom{N}{N/2}}-1\right],\tag{12}$$

since the binomial coefficients add up to $2^N$ and are symmetric about the central one. For $N=14$ this is $\frac12(16384/3432-1)=1.886946$. Enumerating all 3432 walks gives this value both above the starting point and above the average, as (6) requires.

For large $N$, Stirling's formula gives $2^N/\binom{N}{N/2}\simeq\sqrt{\pi N/2}$, and

$$\langle M\rangle\simeq\sqrt{\frac{\pi N}{8}}-\frac12 .$$

The first term is (8) with $DL=N$. The second is a fixed shortfall of half a unit caused by discreteness. Relative to the peak it fades only as $1/\sqrt N$.

## Stiffness from kinks

Let the step consist of columns of spacing $a$. Between neighbouring columns it moves by $n$ atomic rows of height $b$, at an energy cost $\varepsilon|n|$. The weight of such a kink is $q^{|n|}$ with $q=e^{-\varepsilon/kT}$.

To impose a mean kink $u$ per column, add a field $\eta$ and define $Z(\eta)=\sum_n q^{|n|}e^{\eta n}$. Then $u=d\ln Z/d\eta$, and the free energy per column, apart from a constant, is $f(u)=kT[\eta u-\ln Z(\eta)]$. Differentiating,

$$f'(u)=kT\left[\eta+u\frac{d\eta}{du}-\frac{d\ln Z}{d\eta}\frac{d\eta}{du}\right]=kT\,\eta,\qquad f''(0)=kT\left.\frac{d\eta}{du}\right|_{0}=\frac{kT}{\langle n^2\rangle},$$

because $du/d\eta=d^2\ln Z/d\eta^2$ is the variance of $n$. The slope is $p=ub/a$ and $F=f/a$, so

$$s=F''(0)=\frac1a\left(\frac ab\right)^2f''(0)=\frac{kT\,a}{b^2\langle n^2\rangle} .\tag{13}$$

The sums $\sum_nq^{|n|}=(1+q)/(1-q)$ and $\sum_nn^2q^{|n|}=2q(1+q)/(1-q)^3$ give $\langle n^2\rangle=2q/(1-q)^2$.

When kinks are rare, $\langle n^2\rangle\simeq2q$ and $D=b^2\langle n^2\rangle/a\propto e^{-\varepsilon/kT}$. The mean peak then varies as $e^{-\varepsilon/2kT}$. The factor $\sqrt T$ visible in (1) describes the temperature dependence only if $s$ is held fixed.

## Example: a step on Al(111)

Take a close-packed step on fcc aluminium (111) at 500 K, in a cell of 400 columns. Rough values are $a=2.9$ angstrom and $\varepsilon=0.1$ eV. The (111) geometry gives $b=\sqrt3a/2=2.511$ angstrom, and $L=400a=1160$ angstrom. With $kT=0.04309$ eV,

$$q=e^{-0.10/0.04309}=0.0982,\qquad \langle n^2\rangle=\frac{2(0.0982)}{(0.9018)^2}=0.2415,$$

$$s=\frac{0.04309\times2.90}{(2.511)^2\times0.2415}\approx0.082\ \text{eV/angstrom},\qquad D=\frac{kT}{s}=0.525\ \text{angstrom}.$$

The mean peak is

$$\langle H\rangle=\sqrt{\frac{\pi\times0.5252\times1160}{8}}=15.5\ \text{angstrom}=1.55\ \text{nm}.$$

The rms width is 7.1 angstrom, and the peak varies between profiles with a standard deviation of 3.8 angstrom. Drawing 20,000 profiles from the weight (3), with the leading grid error removed by comparing two grids, gave a mean peak of $15.43\pm0.03$ angstrom, against 15.47 from the formula. The difference is within two standard errors.

## What the continuum leaves out

**Atomic rows.** An exact transfer-matrix calculation for the kinked step gives 13.9 angstrom, 10% below (1). At 1600 and 6400 columns the deficit is 5.0% and 2.5%. It halves when the length is quadrupled, as a fixed shortfall requires. Here the shortfall is $15.47-13.91\approx1.6$ angstrom, or 0.6 of a row, close to the half unit found for the simple walk. If the peak of 13.9 angstrom were inserted in (1) to find the stiffness, the result would be too large by $(15.47/13.91)^2\approx1.24$.

**Neighbouring steps.** Let straight neighbours at distances $W$ on both sides repel the step with energy $A/(\text{distance})^2$ per unit length. For a small displacement $h$,

$$\frac{A}{(W-h)^2}+\frac{A}{(W+h)^2}\simeq\frac{2A}{W^2}+\frac{6A}{W^4}h^2,$$

which is a restoring energy $\frac12ch^2$ with $c=12A/W^4$. A mode of wave number $\kappa$ then has stiffness $s\kappa^2+c$ in place of $s\kappa^2$. The longest mode has $\kappa=2\pi/L$, so the step counts as isolated when $cL^2/(4\pi^2s)\ll1$.

For $W=100$ angstrom and an assumed rough strength $A=0.5$ eV angstrom, $c=6\times10^{-8}$ eV/angstrom$^3$ and this ratio is about 0.025. In the sampling, this harmonic form of the repulsion lowered the mean peak by 0.5% relative to the same profiles without it. The sampling holds the step's average position midway between its neighbours. The largest of the 20,000 peaks above that average was 35 angstrom, short of the halfway line at 50 angstrom, so contact between steps is unimportant while the average stays near the middle. If the whole step is free to shift by $\bar h$, the energy $\frac12cL\bar h^2$ gives an rms shift $\sqrt{kT/(cL)}\approx25$ angstrom. At such shifts the higher terms of the repulsion matter, and for a straight step they reduce this to about 20 angstrom. Some part of the step then passes the halfway line in several per cent of profiles, so contact with neighbours that also wander can no longer be excluded. A fixed neighbour 100 angstrom away is still practically never reached. Since $c\propto W^{-4}$, the effect of repulsion on the peak also grows quickly on narrower terraces. These estimates are for fixed, straight neighbours. In a periodic cell that holds a single step, the neighbours are the step's own images and move with it, so a uniform shift costs no energy.

## Beside a real surface

The spacing and geometry are those of aluminium, but the kink energy is a rough value, and it causes the largest of the uncertainties sized here. With temperature and length fixed, the continuum formula (1) gives about 21 angstrom for $\varepsilon=0.08$ eV and about 12 angstrom for $\varepsilon=0.12$ eV; the discrete rows lower these to about 19 and 10 angstrom. Forbidding kinks of more than one row changes $\langle n^2\rangle$ to $2q/(1+2q)$ and lowers the continuum value to 12.8 angstrom. The column model also ignores overhangs and the half-spacing shift between adjacent (111) rows, whose effects are not sized here. A real step is not periodic: for a free window of the same length, the continuum formula (11) raises 15.5 to about 19.7 angstrom, and the discrete rows lower this to about 18 angstrom. For the periodic cell the example therefore predicts a peak of roughly one to two nanometres, and the third digit of 15.5 angstrom has meaning only within the model.

In this model temperature acts only through the kinks, because $kT$ cancels in $D=b^2\langle n^2\rangle/a$. With $\varepsilon$ and $L$ fixed, the continuum formula (1) rises from 11.0 angstrom at 400 K to 19.8 angstrom at 600 K, a factor 1.79, whereas $\sqrt{600/400}=1.22$. The discrete atomic rows lower both peaks by a similar amount, which raises the factor to about 1.9.

Equation (1) also requires equilibrium. Profiles must be sampled for much longer than the slowest relaxation time of the step. During growth, the deposition flux must be weak enough to leave the Boltzmann weight (3) undisturbed; otherwise a stiffness obtained from the peak height has no justification from this derivation. The main computed values are in the numerical output below.

## Computed results

```
INPUTS (rough values for a step on Al(111))
temperature: 500 K
column spacing a: 2.90 angstrom
kink energy eps: 0.10 eV
number of columns: 400
INTERMEDIATE VALUES
row height b: 2.511 angstrom
step length L: 1160 angstrom
thermal energy kT: 0.04309 eV
kink weight q: 0.0982
mean square kink <n^2>: 0.2415
stiffness s: 0.0820 eV/angstrom
stiffness from tilted step: 0.0820 eV/angstrom
D = kT/s: 0.5252 angstrom
RESULTS
mean peak, formula: 15.47 angstrom
mean peak, formula: 1.547 nm
mean peak, sampled: 15.43 angstrom
standard error of sample: 0.03 angstrom
rms width: 7.13 angstrom
rms width, sampled: 7.10 angstrom
mean peak / rms width: 2.1708
standard deviation of peak: 3.82 angstrom
<H^2>/(D L), formula: 0.4167
<H^2>/(D L), sampled: 0.4146
CHECKS OF THE DERIVATION
closed walks enumerated: 3432
walk mean above start: 1.886946 moves
walk mean above average: 1.886946 moves
largest wall-law error: 8.1e-05
wall mean for D=L=1: 0.62651
formula for D=L=1: 0.62666
NEGLECTED EFFECTS AND UNCERTAINTIES
exact kinked-step peak: 13.91 angstrom
lattice deficit, 400 columns: 10.10 %
lattice deficit, 1600 columns: 5.00 %
lattice deficit, 6400 columns: 2.49 %
peak, single kinks only: 12.75 angstrom
peak, eps = 0.08 eV: 20.85 angstrom
peak, eps = 0.12 eV: 11.79 angstrom
peak at 400 K: 11.04 angstrom
peak at 600 K: 19.78 angstrom
terrace width: 100 angstrom
assumed repulsion A: 0.50 eV angstrom
restoring curvature: 6.00e-08 eV/angstrom^3
peak loss by repulsion: 0.51 %
number of sampled profiles: 20000
largest sampled peak: 35.2 angstrom
```
